# Domain-Wall Width and Energy from a Soft Phonon Branch

## Problem

A crystal has one unstable, non-degenerate phonon mode. Its amplitude $u$ varies slowly along one direction $x$, and its free energy density is modelled by

$$f=-\frac a2u^2+\frac b4u^4+\frac g2\left(\frac{du}{dx}\right)^2,\qquad a,b,g>0. \tag{1}$$

The uniform crystal has two equivalent states, $u=\pm u_0$. A wall joins $-u_0$ at $x\to-\infty$ to $+u_0$ at $x\to+\infty$.

Density functional perturbation theory gives phonon frequencies of the undistorted crystal, $u=0$. In this exercise a model crystal with round parameters supplies them, for $q$ along $x$. The frequencies are imaginary, with magnitudes

- $2.21088$ THz at $q=0$,
- $2.07067$ THz at $q_1=0.039270$ Å$^{-1}$,
- $1.58716$ THz at $2q_1$.

The mode mass is $M=50$ u, the cell volume is $\Omega=64$ Å$^3$, and $b=0.390625$ eV/Å$^7$. Find the half-width $w$ of the wall, defined as the distance from its centre at which $u=u_0\tanh 1\approx0.762\,u_0$, and its energy $\sigma$ per unit area.

Four assumptions are made. The strain is held fixed. The branch carries no long-range electric field, so $\omega^2$ is analytic in $q$ at $q=0$. The coefficient $g$, measured at $u=0$, does not change with $u$. No other mode couples to $u$. This last assumption is relaxed at the end for one case only: an acoustic displacement, and with it a local strain inside the wall, that couples to the gradient of $u$. A coupling of strain to $u^2$ is left out throughout. Being cubic, it does not appear in the branch at $u=0$, but it can change the wall.

## A tempting solution

The branch has the long-wave form $M\omega^2/\Omega=-a+gq^2$, and the data give $a=0.015625$ eV/Å$^5$ and $g=1.250$ eV/Å$^3$. In this form the instability ends where $\omega^2=0$, at $q_0=\sqrt{a/g}$. This defines a length

$$\ell=\frac1{q_0}=\sqrt{\frac ga}=8.94\ \text{Å}.$$

The wall must be an odd step that saturates at $\pm u_0$, and $\ell$ is the length that the branch supplies, so one writes $u=u_0\tanh(x/\ell)$ and reads off $w=\ell$. Inside the wall the crystal is held near $u=0$, at the top of the barrier. The barrier height is $\Delta f=a^2/(4b)=1.5625\times10^{-4}$ eV/Å$^3$, and the wall is about $2\ell$ thick, so

$$\sigma\approx2\ell\,\Delta f=2.80\times10^{-3}\ \text{eV/Å}^2 .$$

Both answers have the right dimensions and a plausible size. Both are wrong.

## Where it fails

A static wall must make the total energy stationary. Varying $u$ in (1) and integrating the gradient term by parts gives

$$g\,u''=-au+bu^3. \tag{2}$$

Insert $u=u_0\varphi$ with $\varphi=\tanh(x/\ell)$. Since $\varphi'=(1-\varphi^2)/\ell$, a second derivative gives $\varphi''=-2\varphi(1-\varphi^2)/\ell^2$. With $g/\ell^2=a$ the left side of (2) is

$$g\,u''=-2a\,u_0\,\varphi(1-\varphi^2),$$

while the right side, using $bu_0^2=a$, is $-a\,u_0\,\varphi(1-\varphi^2)$. The two differ by a factor of two at every point away from the centre: the assumed wall is too sharply curved.

The origin of the error is the use of a harmonic result to fix a nonlinear profile. Near the centre, where $u$ is small, (2) reduces to $gu''=-au$, with odd solutions $u=K\sin(q_0x)$. The branch fixes $q_0$ but leaves $K$ free. Setting the central slope to $u_0/\ell$ amounts to choosing $K=u_0$, for which the linear equation gives no reason. The amplitude is decided by the requirement that the solution settle into the wells, and this involves the quartic term.

The energy estimate has a second fault. It counts the cost of leaving the wells but omits the gradient energy.

## The right solution

### Coefficients from the branch

Let the kinetic energy density be $(M/2\Omega)\dot u^2$. For small $u$ the equation of motion is

$$\frac M\Omega\ddot u=au+gu''.$$

A wave $u\propto\cos(qx)\cos(\omega t)$ turns $\ddot u$ into $-\omega^2u$ and $u''$ into $-q^2u$. Including the next even power of $q$,

$$\frac{M\omega^2(q)}{\Omega}=-a+gq^2-hq^4+\dots \tag{3}$$

It is the signed square $\omega^2$ that is expanded, so an imaginary frequency enters as a negative number.

At $q=0$, $\omega=2\pi\times2.21088\times10^{12}$ s$^{-1}$ in magnitude. With $M=8.303\times10^{-26}$ kg this gives $M|\omega|^2=16.02$ N/m, which is $1.000$ eV/Å$^2$. Division by $\Omega$ gives $a=0.015625$ eV/Å$^5$. The other stiffnesses follow from squared frequency ratios:

$$-0.015625\left(\frac{2.07067}{2.21088}\right)^2=-0.013706,\qquad
-0.015625\left(\frac{1.58716}{2.21088}\right)^2=-0.008053 ,$$

both in eV/Å$^5$. Dividing the rise above the $q=0$ value by $q_1^2$ and by $4q_1^2$, using the unrounded model frequencies and $q_1$ (the rounded frequencies listed above change the last digit), gives the slopes

$$s_1=1.24436,\qquad s_2=1.22762\ \text{eV/Å}^3 .$$

By (3), $s_1=g-hq_1^2$ and $s_2=g-4hq_1^2$ up to higher powers. The combination $4s_1-s_2$ removes $h$, and the difference $s_1-s_2$ removes $g$:

$$g=\frac{4s_1-s_2}3=1.24994\ \text{eV/Å}^3,\qquad h=\frac{s_1-s_2}{3q_1^2}=3.62\ \text{eV/Å}.$$

The coefficients used in the tempting solution were therefore sound; the fault lay in what followed.

### Profile of the wall

The uniform states satisfy $-au+bu^3=0$, so $u_0=\sqrt{a/b}=0.200$ Å. Their energy density is $-a^2/(4b)$. Measured from this level, the local energy is

$$V(u)=-\frac a2u^2+\frac b4u^4+\frac{a^2}{4b}=\frac b4\,(u^2-u_0^2)^2\ge0 .$$

The wall energy is the integral of $\tfrac g2u'^2+V$. Completing the square gives

$$\sigma=\int\frac12\left(\sqrt g\,u'-\sqrt{2V}\right)^2dx+\int\sqrt{2gV}\;u'\,dx . \tag{4}$$

Expanding the square confirms this, because its cross term $-\sqrt{2gV}\,u'$ cancels the last integrand. The last integral equals $\int_{-u_0}^{u_0}\sqrt{2gV}\,du$, which depends on the end states and not on the path between them. The first integral is never negative. The energy is therefore lowest when the square vanishes everywhere:

$$u'=\sqrt{\frac{2V}g}=\sqrt{\frac b{2g}}\,(u_0^2-u^2).$$

With $u=u_0\varphi$ and $u_0\sqrt b=\sqrt a$, this becomes $\varphi'=\sqrt{a/2g}\,(1-\varphi^2)$. Separating variables and placing the centre at $x=0$ gives $\operatorname{artanh}\varphi=x\sqrt{a/2g}$, that is

$$u=u_0\tanh\frac xw,\qquad w=\sqrt{\frac{2g}a}. \tag{5}$$

The half-width is $\sqrt2\,\ell$. The central slope is $u_0/w=u_0q_0/\sqrt2$, so the free amplitude of the linear solution is $K=u_0/\sqrt2$. Numerically,

$$w=\sqrt{\frac{2\times1.24994}{0.015625}}=12.65\ \text{Å}=1.265\ \text{nm}.$$

The mode mass cancels: by (3), $w^2$ is twice the initial slope of $\omega^2$ against $q^2$, divided by $|\omega^2(0)|$. Within the quartic energy (1), the frequencies alone fix the width. This rests on the shape of the well: a sixth-order term leaves the branch at $u=0$ unchanged but changes $V(u)$, and with it the width.

### Energy of the wall

At the minimum only the last integral in (4) remains:

$$\sigma=\sqrt{\frac{gb}2}\int_{-u_0}^{u_0}(u_0^2-u^2)\,du=\sqrt{\frac{gb}2}\;\frac43u_0^3 .$$

Inserting $u_0^3=a^{3/2}b^{-3/2}$ and $4/(3\sqrt2)=2\sqrt2/3$,

$$\sigma=\frac{2\sqrt2}3\,\frac{a^{3/2}g^{1/2}}b . \tag{6}$$

Since $\Delta f=a^2/(4b)$ and $w=\sqrt{2g/a}$, the same result reads $\sigma=\tfrac83\,\Delta f\,w$. Hence

$$\sigma=\tfrac83\,(1.5625\times10^{-4})(12.65)=5.27\times10^{-3}\ \text{eV/Å}^2=84.4\ \text{mJ/m}^2 .$$

The tempting estimate gives $3/(4\sqrt2)=0.53$ of this value.

The condition $\tfrac g2u'^2=V$ holds at each point, so the gradient and local parts are equal, each $2.635\times10^{-3}$ eV/Å$^2$. This shows what a wrong width costs. Stretching the profile to width $\lambda w$ divides the gradient part by $\lambda$ and multiplies the local part by $\lambda$, so the energy becomes $\tfrac\sigma2(\lambda+1/\lambda)$. The profile $\tanh(x/\ell)$ has $\lambda=1/\sqrt2$ and an energy of $1.061\,\sigma$. The energy is stationary in the width, so a width 29% too small raises it by only 6%. The tempting value of $0.53\,\sigma$ is thus not even the energy of the assumed profile: the slab estimate does not evaluate (1) on it.

The form of $\sigma$ also shows the approach to the instability threshold. At fixed $b$ and $g$, as $a\to0$, the width grows as $a^{-1/2}$ and the energy vanishes as $a^{3/2}$. These powers belong to the mean-field energy (1), which contains no thermal fluctuations of $u$.

## How wide must the wall be?

Equation (1) stops at the first gradient term. The term $-hq^4$ in (3) corresponds to an extra energy density $-\tfrac h2(u'')^2$. It may be used only as a small correction, since alone it would favour arbitrarily short waves. Let $\eta=h/(gw^2)$ measure its size.

**Energy.** The profile (5) makes the original energy stationary, so the first-order change is the new term evaluated on that profile. There $u''=-2(u_0/w^2)\varphi(1-\varphi^2)$ and $dx=w\,d\varphi/(1-\varphi^2)$, so

$$\delta\sigma=-\frac h2\,\frac{4u_0^2}{w^3}\int_{-1}^1\varphi^2(1-\varphi^2)\,d\varphi=-\frac{8}{15}\,\frac{hu_0^2}{w^3}.$$

The energy itself is twice its gradient part, $\sigma=g\int u'^2dx=\tfrac43gu_0^2/w$. Therefore $\delta\sigma/\sigma=-\tfrac25\eta$.

**Width.** With the extra term, (2) becomes $V'(u)-gu''-hu''''=0$. Multiplying by $u'$ and integrating, with all terms zero far from the wall, gives

$$V-\frac g2u'^2-h\left(u'u'''-\frac12u''^2\right)=0 .$$

In the small term the profile (5) may be used. Its third derivative is $u'''=(u_0/w^3)(1-\varphi^2)(6\varphi^2-2)$, so the bracket equals $(u_0^2/w^4)(1-\varphi^2)^2(4\varphi^2-2)$. Also $V=(gu_0^2/2w^2)(1-\varphi^2)^2$, because $bu_0^2=a=2g/w^2$. Solving for $u'$ to first order in $\eta$,

$$w\varphi'=(1-\varphi^2)\left[1+\eta(2-4\varphi^2)\right].$$

Write $2-4\varphi^2=-2+4(1-\varphi^2)$, invert to first order and integrate:

$$\frac xw=(1+2\eta)\operatorname{artanh}\varphi-4\eta\varphi .$$

At $\varphi=\tanh1$ this gives $\delta w/w=-(4\tanh1-2)\,\eta\approx-1.05\,\eta$.

Here $\eta=3.62/(1.250\times160.0)=0.0181$. The predicted shifts are $-0.72\%$ in energy and $-1.89\%$ in width, relative to (6) and (5).

These predictions can be tested without any gradient expansion. The model crystal behind the frequencies consists of planes a distance $d=4$ Å apart. Each cell has the energy $-\tfrac A2u^2+\tfrac B4u^4$, with $A=1$ eV/Å$^2$ and $B=25$ eV/Å$^4$. Springs $K_1=3$ and $K_2=0.5$ eV/Å$^2$ join first and second neighbour planes. Relaxing a wall plane by plane gives $w=12.40$ Å and $\sigma=5.231\times10^{-3}$ eV/Å$^2$, shifts of $-1.93\%$ and $-0.75\%$. This result excludes the tempting width of $8.94$ Å.

Reducing $A$ by 16 quadruples the width and should reduce both shifts by 16. The lattice gives $-0.118\%$ in width and $-0.0435\%$ in energy, against predictions of $-0.118\%$ and $-0.0452\%$. The small mismatch in energy can be traced to the fitted coefficients. For this crystal

$$M\omega^2=-A+2K_1(1-\cos qd)+2K_2(1-\cos2qd),$$

and expanding the cosines gives

$$g=\frac{(K_1+4K_2)d^2}\Omega=1.25000\ \text{eV/Å}^3,\qquad h=\frac{(K_1+16K_2)d^4}{12\,\Omega}=3.667\ \text{eV/Å}.$$

The fitted $g$ is low by $0.0047\%$, which lowers the continuum energy by half as much, $0.0024\%$. With the lattice sums the observed and predicted energy shifts become $-0.0459\%$ and $-0.0458\%$.

Since $\eta=ha/(2g^2)$, a deeper instability makes the correction larger. In this model $h/g=2.93$ Å$^2\approx0.18\,d^2$, so $\eta\approx0.18\,(d/w)^2$: it stops being small only when the wall spans few planes, and the discrete problem must then be solved instead.

## When the branch gives the wrong $g$

Now let a second displacement $v$, with an acoustic branch of its own, couple to $u$ through

$$f_v=\frac C2v'^2+c\,u'v' .$$

In a static wall $v$ relaxes. Varying $v$ shows that $Cv'+cu'$ is constant, and the constant is zero because both gradients vanish far from the wall. Thus $v'=-(c/C)u'$, and substitution gives

$$f_v=\frac{c^2}{2C}u'^2-\frac{c^2}Cu'^2=-\frac{c^2}{2C}u'^2 .$$

The wall therefore has the gradient coefficient $g_{\rm st}=g-c^2/C$.

The phonon branch behaves differently. With mass densities $\rho_u=M/\Omega$ and $\rho_v$, the two coupled equations of motion require

$$(\rho_u\omega^2+a-gq^2)(\rho_v\omega^2-Cq^2)=c^2q^4 .$$

On the unstable branch $\rho_u\omega^2\to-a$ as $q\to0$, so the second factor tends to $-a\rho_v/\rho_u$, which is not zero. Hence

$$\rho_u\omega^2=-a+gq^2-\frac{\rho_u}{\rho_v}\frac{c^2}{a}\,q^4+\dots,$$

where only the coupling's part of the $q^4$ term is written. The coupling is absent at order $q^2$, and the branch curvature gives $g$, not $g_{\rm st}$. In the growing mode the inertia of $v$ prevents it from following $u$ as it does in a static wall. This holds for $q^2\ll a\rho_v/(\rho_uC)$, where $Cq^2$ is small beside the inertial term in the second factor. If $v$ is light, the sampled wave numbers can lie outside this range, and a fit to them then drifts from $g$ towards $g_{\rm st}$.

For this gradient coupling the remedy is to use static force constants and eliminate $v$ at zero frequency before expanding. The stiffness of $u$ is then $-a+gq^2-(cq^2)^2/(Cq^2)$, whose $q^2$ coefficient is $g_{\rm st}$.

In the model crystal, take a $v$ spring of $8$ eV/Å$^2$, a coupling of $2$ eV/Å$^2$ between neighbouring planes, and a $v$ mass of $100$ u. Multiplying by $d^2/\Omega=0.25$ Å$^{-1}$ gives $C=2$ and $c=0.5$ eV/Å$^3$, so $g_{\rm st}=1.250-0.125=1.125$ eV/Å$^3$. The range above is $q\ll\sqrt{0.015625\times2/2}=0.125$ Å$^{-1}$. The points $q_1$ and $2q_1=0.079$ Å$^{-1}$ lie below this value, and with the $q^4$ term removed by the same fit the coupled branch yields $1.251$ eV/Å$^3$. By (5) and (6), $w$ and $\sigma$ should both fall by the factor $\sqrt{g_{\rm st}/g}=0.949$. The relaxed coupled wall shows factors of $0.945$ and $0.947$.

The remaining differences follow from the finite width. Eliminating $v$ on the lattice lowers $K_1$ by $2^2/8=0.5$ eV/Å$^2$, which makes $h=3.50$ eV/Å and raises $\eta$ from $0.0183$ to $0.0216$. The shifts derived above then give $0.945$ for the width and $0.947$ for the energy. Using the branch value of $g$ here would overestimate the continuum width and energy by about 5%.

The fitted coefficients, the continuum wall and the lattice walls are listed in the numerical output; the other values follow from them by the arithmetic shown.

## Computed values

```
plane spacing 4.0 A, cell area 16.0 A^2
cell volume 64.0 A^3, mode mass 50.0 u
cell well A 1.00 eV/A^2, B 25.0 eV/A^4
springs K1 3.00, K2 0.50 eV/A^2
ring planes 40, q1 0.039270 1/A
frequencies in THz, minus sign = imaginary:
  q=0: -2.21088
  q1: -2.07067
  2 q1: -1.58716
slope s1 1.244360, s2 1.227617 eV/A^3
a 0.015625 eV/A^5, b 0.390625 eV/A^7
g from branch 1.249941, lattice sum 1.250000 eV/A^3
h from branch 3.61902, lattice sum 3.66667 eV/A
u0 0.2000 A, well depth 1.562500e-04 eV/A^3
half-width w 12.6488 A = 1.2649 nm
wall energy 5.270339e-03 eV/A^2 = 84.440 mJ/m^2
gradient part 2.635170e-03 eV/A^2
local part 2.635170e-03 eV/A^2
best ramp energy / wall energy 1.0954
discrete wall, A = 1.0000 eV/A^2:
  w continuum 12.6488, lattice 12.4042 A
  energy continuum 5.270339e-03 eV/A^2
  energy lattice   5.231028e-03 eV/A^2
  w shift -1.9343 %, predicted -1.8936 %
  energy shift -0.7459 %, predicted -0.7239 %
discrete wall, A = 0.2500 eV/A^2:
  w continuum 25.2976, lattice 25.1766 A
  energy continuum 6.587924e-04 eV/A^2
  energy lattice   6.575941e-04 eV/A^2
  w shift -0.4785 %, predicted -0.4734 %
  energy shift -0.1819 %, predicted -0.1810 %
discrete wall, A = 0.0625 eV/A^2:
  w continuum 50.5953, lattice 50.5357 A
  energy continuum 8.234905e-05 eV/A^2
  energy lattice   8.231319e-05 eV/A^2
  w shift -0.1176 %, predicted -0.1184 %
  energy shift -0.0435 %, predicted -0.0452 %
v mass 100.0 u, v spring 8.00 eV/A^2
u-v coupling 2.00 eV/A^2
coupled g: branch 1.25062, static 1.12494 eV/A^3
coupled lattice wall: w 11.7256 A
coupled lattice wall: energy 4.955701e-03 eV/A^2
coupled/uncoupled: w 0.94529, energy 0.94737
predicted ratio sqrt(g_static/g) 0.94868
```
